# Doubling the inverse temperature of a Fermi function with a rational map: a program that tests the result

```python
"""
Result under test: the map g(x) = x^2 / (x^2 + (1-x)^2) turns the Fermi function
f(e) = 1 / (1 + exp(beta*(e - mu))) into the Fermi function at 2*beta, same mu.
For matrices: D = f(H) goes to [D^2 + (I-D)^2]^(-1) D^2.
Symbols: e level energy (eV), mu chemical potential (eV), beta inverse
temperature (1/eV), H Hamiltonian matrix (eV), D density matrix for one spin.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_joule, e as e_charge
from scipy.linalg import expm
from scipy.optimize import brentq

k_B = k_joule / e_charge  # eV per kelvin


def fermi(energy, beta, mu):
    return 1.0 / (1.0 + np.exp(beta * (energy - mu)))


def double_scalar(x):
    return x**2 / (x**2 + (1 - x)**2)


def double_matrix(D):
    """Return the mapped matrix and the condition number of the linear solve."""
    hole = np.eye(len(D)) - D
    denominator = D @ D + hole @ hole
    return np.linalg.solve(denominator, D @ D), np.linalg.cond(denominator)


# Symbolic identity, with w = exp(beta*(e - mu)) > 0
w = sp.symbols("w", positive=True)
assert sp.cancel(double_scalar(1 / (1 + w)) - 1 / (1 + w**2)) == 0

# No polynomial equals the map: the division leaves a remainder
x_sym = sp.symbols("x")
quotient, remainder = sp.div(x_sym**2, sp.expand(x_sym**2 + (1 - x_sym)**2), x_sym)
assert remainder != 0

# Numerical identity over many levels, and the closed form of four applications
energy_grid = np.linspace(-3.0, 3.0, 601)
start_grid = fermi(energy_grid, 1.7, 0.4)
assert np.max(abs(double_scalar(start_grid) - fermi(energy_grid, 3.4, 0.4))) < 1e-14
repeated = start_grid.copy()
for _ in range(4):
    repeated = double_scalar(repeated)
closed = start_grid**16 / (start_grid**16 + (1 - start_grid)**16)
assert np.max(abs(repeated - closed)) < 1e-12

# One level
gap, beta_one = 0.1, 10.0
x = fermi(gap, beta_one, 0.0)
mapped = double_scalar(x)
direct = fermi(gap, 2 * beta_one, 0.0)
assert abs(mapped - direct) < 1e-14
print("ONE LEVEL")
print(f"level above mu: {gap:.1f} eV")
print(f"beta before, after: {beta_one:.0f}, {2*beta_one:.0f} 1/eV")
print(f"T before, after: {1/(k_B*beta_one):.1f}, {1/(2*k_B*beta_one):.1f} K")
print(f"occupation x: {x:.6f}")
print(f"x^2: {x**2:.6f}")
print(f"(1-x)^2: {(1-x)**2:.6f}")
print(f"x^2+(1-x)^2: {x**2+(1-x)**2:.6f}")
print(f"mapped occupation: {mapped:.6f}")
print(f"Fermi function at 2 beta: {direct:.6f}")
print(f"odds before, after: {x/(1-x):.6f}, {mapped/(1-mapped):.6f}")

# A Fermi function has log-odds linear in energy: zero second difference
u = np.array([-1.0, 0.0, 1.0])
f_u = 1 / (1 + np.exp(u))


def log_odds_bend(y):
    return np.diff(np.log(y / (1 - y)), 2)[0]


bend_map = log_odds_bend(double_scalar(f_u))
bend_square = log_odds_bend(f_u**2)
bend_other = log_odds_bend(2 * f_u - f_u**2)
assert abs(bend_map) < 1e-12
assert abs(bend_square) > 0.1 and abs(bend_other) > 0.1
print("SECOND DIFFERENCE OF LOG-ODDS at beta(e-mu) = -1, 0, 1")
print(f"rational map: {abs(bend_map):.4f}")
print(f"SP2 branch x^2: {bend_square:.4f}")
print(f"SP2 branch 2x-x^2: {bend_other:.4f}")

# Six-site chain: recursion by linear solves against diagonalization
sites, hopping, mu, beta_start, doublings = 6, -1.0, 0.3, 1.0, 4
H = hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
identity = np.eye(sites)
levels, orbitals = np.linalg.eigh(H)


def fermi_matrix(beta):
    return (orbitals * fermi(levels, beta, mu)) @ orbitals.T


above = int(np.argmax(levels > mu))  # first level above mu
print("CHAIN")
print(f"sites: {sites}, hopping: {hopping:.1f} eV, mu: {mu:.1f} eV")
print("levels (eV): " + " ".join(f"{v:.4f}" for v in levels))
print(f"first level above mu: number {above+1}")
print("columns: beta (1/eV), T (K), electrons per spin,")
print("  occupation of that level, max deviation from diagonalization")
D = np.linalg.inv(identity + expm(beta_start * (H - mu * identity)))
beta = beta_start
electrons_start = np.trace(D)
conditions = []
for step in range(doublings + 1):
    deviation = np.max(abs(D - fermi_matrix(beta)))
    assert deviation < 1e-12
    occupation = orbitals[:, above] @ D @ orbitals[:, above]
    print(f"{beta:4.0f} {1/(k_B*beta):9.1f} {np.trace(D):.5f} "
          f"{occupation:.5f} {deviation:.0e}")
    if step < doublings:
        D, condition = double_matrix(D)
        assert condition <= 2 + 1e-12
        conditions.append(condition)
        beta *= 2
print("condition numbers of the solves: " + " ".join(f"{c:.3f}" for c in conditions))

# Same mu does not mean same electron number
electrons_end = np.trace(D)
assert abs(electrons_end - electrons_start) > 0.1
mu_restoring = brentq(
    lambda m: np.sum(fermi(levels, beta, m)) - electrons_start, -3.0, 3.0)
assert abs(mu_restoring - mu) > 1e-3
print(f"change of electrons per spin: {electrons_end-electrons_start:.5f}")
print(f"mu restoring the initial number at final beta: {mu_restoring:.5f} eV")

# Linear high-temperature start: error against the leading-order prediction
target = fermi_matrix(beta)
f_target = fermi(levels, beta, mu)
u_target = beta * (levels - mu)
print(f"LINEAR START, target beta {beta:.0f} 1/eV")
print("columns: doublings, starting beta (1/eV), error, predicted error")
errors = []
for n in (5, 6, 7):
    beta_0 = beta / 2**n
    assert np.max(abs(beta_0 * (levels - mu))) < 2
    X = identity / 2 - beta_0 * (H - mu * identity) / 4
    for _ in range(n):
        X, condition = double_matrix(X)
        assert condition <= 2 + 1e-12
    error = np.linalg.norm(X - target, 2)
    predicted = np.max(abs(f_target * (1 - f_target) * u_target**3)) / (12 * 4**n)
    # closed form including all orders of the start error
    exact_form = 1 / (1 + np.exp(2**(n + 1) * np.arctanh(u_target / 2**(n + 1))))
    in_orbitals = np.diag(orbitals.T @ X @ orbitals)
    assert np.max(abs(in_orbitals - exact_form)) < 1e-11
    # 1 percent allows for the neglected higher orders
    assert abs(error / predicted - 1) < 0.01
    errors.append(error)
    print(f"{n} {beta_0:.3f} {error:.3e} {predicted:.3e}")
ratios = [errors[0] / errors[1], errors[1] / errors[2]]
assert all(abs(r - 4) < 0.05 for r in ratios)
print(f"error ratios per extra doubling: {ratios[0]:.3f}, {ratios[1]:.3f}")

print("no test failed")
```

Output:

```
ONE LEVEL
level above mu: 0.1 eV
beta before, after: 10, 20 1/eV
T before, after: 1160.5, 580.2 K
occupation x: 0.268941
x^2: 0.072329
(1-x)^2: 0.534447
x^2+(1-x)^2: 0.606776
mapped occupation: 0.119203
Fermi function at 2 beta: 0.119203
odds before, after: 0.367879, 0.135335
SECOND DIFFERENCE OF LOG-ODDS at beta(e-mu) = -1, 0, 1
rational map: 0.0000
SP2 branch x^2: -0.2162
SP2 branch 2x-x^2: 0.2162
CHAIN
sites: 6, hopping: -1.0 eV, mu: 0.3 eV
levels (eV): -1.8019 -1.2470 -0.4450 0.4450 1.2470 1.8019
first level above mu: number 4
columns: beta (1/eV), T (K), electrons per spin,
  occupation of that level, max deviation from diagonalization
   1   11604.5 3.31910 0.46380 3e-16
   2    5802.3 3.36404 0.42798 3e-16
   4    2901.1 3.33289 0.35889 4e-16
   8    1450.6 3.23655 0.23861 6e-16
  16     725.3 3.08942 0.08943 6e-16
condition numbers of the solves: 1.603 1.903 1.852 1.571
change of electrons per spin: -0.22968
mu restoring the initial number at final beta: 0.39767 eV
LINEAR START, target beta 16 1/eV
columns: doublings, starting beta (1/eV), error, predicted error
5 0.500 8.285e-05 8.282e-05
6 0.250 2.071e-05 2.071e-05
7 0.125 5.176e-06 5.176e-06
error ratios per extra doubling: 4.001, 4.000
no test failed
```
